# Robust Becke-Roussel root finding and XDM moments for a closed-shell atom, part 1

(Sections cited here and not found follow in the second part.)

## Definitions and conventions

The atom is a single determinant of real orthonormal orbitals \(\psi_i\), the same for both spins, with the nucleus at the origin. Every field is per spin:
\[
\rho=\sum_i\psi_i^2,\qquad \tau=\sum_i|\nabla\psi_i|^2,\qquad D=\tau-\frac{|\nabla\rho|^2}{4\rho},\qquad Q=\frac{\nabla^2\rho-2D}{6}.
\]
There is no factor \(\tfrac12\) in \(\tau\). The elementary charge is \(q_e\), printed as e in the numerical output after the text; \(e\) below is Euler's number. Lengths and \(q_e\) are the sole dimensional quantities in the hole and the moments, so numbers are in bohr and the final moments are converted to SI.

The exchange hole, counted positive, is \(h(\mathbf r,\mathbf r')=\gamma^2/\rho(\mathbf r)\) with \(\gamma(\mathbf r,\mathbf r')=\sum_i\psi_i(\mathbf r)\psi_i(\mathbf r')\). Orthonormality gives \(\int\gamma^2d^3r'=\sum_i\psi_i(\mathbf r)^2\), so \(h\) holds one electron. Put \(\mathbf r'=\mathbf r+\mathbf s\) and expand, using \(\sum\psi_i\nabla\psi_i=\nabla\rho/2\) and \(B_{jk}=\sum_i\psi_i\partial_j\partial_k\psi_i\):
\[
\gamma^2=\rho^2+\rho\,\mathbf s\cdot\nabla\rho+\tfrac14(\mathbf s\cdot\nabla\rho)^2+\rho\,s_js_kB_{jk}+O(s^3).
\]
Averaging over directions of \(\mathbf s\) removes odd powers and replaces \(s_js_k\) by \(s^2\delta_{jk}/3\). Since \(\nabla^2\rho=2\tau+2\,\mathrm{tr}B\),
\[
\bar h(s)=\rho+\frac{s^2}{6}\Big[\frac{|\nabla\rho|^2}{2\rho}+\nabla^2\rho-2\tau\Big]+O(s^4)=\rho+Qs^2+O(s^4).
\]
So \(Q\) is the curvature of the averaged hole of the determinant, with no empirical factor on \(D\).

The Becke-Roussel (BR) model replaces the hole by \(h_{\rm m}=(a^3/8\pi)e^{-aR}\), where \(R\) is the distance from a centre lying a length \(b\) from the reference point. It is normalised because \(\int4\pi R^2e^{-aR}dR=8\pi/a^3\). By the same averaging its mean over a small sphere is \(h_{\rm m}+s^2\nabla^2h_{\rm m}/6\), and \(\nabla^2e^{-aR}=(a^2-2a/R)e^{-aR}\). Matching value and curvature at \(R=b\), with \(x=ab\),
\[
\rho=\frac{a^3}{8\pi}e^{-x},\qquad Q=\frac{\rho a^2}{6}\,\frac{x-2}{x}. \tag{1}
\]
The first relation gives \(a^2=4\pi^{2/3}\rho^{2/3}e^{2x/3}\). Inserting it in the second and solving for the \(x\)-dependent factor,
\[
f(x)\equiv\frac{x\,e^{-2x/3}}{x-2}=y\equiv\frac23\,\frac{\pi^{2/3}\rho^{5/3}}{Q},\qquad b^3=\frac{x^3e^{-x}}{8\pi\rho}. \tag{2}
\]
Both \(a\) and \(b\) are positive, so the physical root has \(x>0\). At fixed \(\rho\), \(d\ln b/dx=1/x-1/3\) vanishes at \(x=3\), which gives the bound \(b\le(3/e)(8\pi\rho)^{-1/3}\). Both curvature statements were tested for neon at four radii by angular quadrature and finite differences in \(s\).

## What goes wrong with Newton's method on equation (2)

The logarithmic derivative of \(f\) is
\[
\frac{f'}{f}=\frac1x-\frac23-\frac1{x-2}=-\frac{2(x^2-2x+3)}{3x(x-2)} .
\]
At the start \(x_0=3\), \(f=3e^{-2}\) and \(f'/f=-4/3\), so the first step \(x_1=x_0-(f-y)/f'\) is
\[
x_1=3+\tfrac34\Big(1-\frac{ye^2}{3}\Big)=\frac{15-ye^2}{4}.
\]
It lands beyond the pole, \(x_1<2\), whenever \(y>7e^{-2}\approx0.947\). Since \(|y|\to\infty\) as \(Q\to0\), every zero of \(Q\) has such values of \(y\) on its positive side, and at the zero itself \(y\) is undefined.

Crossing the pole can be silent. For \(x<0\) numerator and denominator of \(f\) are both negative, and \(f\) rises from \(0\) at \(x=0\) to \(+\infty\) as \(x\to-\infty\), so each \(y>0\) has a second, negative root. For \(y=2\) the first step gives \(x_1=0.05547\) and the iteration settles at \(-2.058113\) with a residual below \(10^{-12}\), while the physical root is \(2.250967\). A test on the residual accepts the wrong answer, and (2) then returns a negative \(b\). On the neon grid below, with starts \(3\) for \(Q>0\) and \(1\) for \(Q<0\) and 100 steps, the result is wrong at 19 of 400 points, and these carry nearly three of the ten electrons (the sum over the points is \(2.695\), uncertain in the second figure because the edges of the failing regions fall between points; a fine grid gives \(2.85\)). About half of this charge lies at \(Q<0\). There the first step from \(1\) is \(x_1=\tfrac14-\tfrac34ye^{2/3}\), which crosses the pole from below when \(y<-\tfrac73e^{-2/3}\approx-1.198\).

## First repair: invert the equation

The pole and the infinity both come from dividing by \(Q\). The reciprocal equation is
\[
g(x)\equiv\frac{x-2}{x}\,e^{2x/3}=w\equiv\frac{3Q}{2\pi^{2/3}\rho^{5/3}},
\]
\[
g'=e^{2x/3}\Big[\frac2{x^2}+\frac23\Big(1-\frac2x\Big)\Big]=\frac{2e^{2x/3}}{3x^2}\big[(x-1)^2+2\big]>0 .
\]
As \(g\to-\infty\) for \(x\to0^+\) and \(g\to+\infty\) for \(x\to\infty\), \(g\) maps \((0,\infty)\) one-to-one onto the real line. There is exactly one positive root for every \(\rho>0\) and finite \(Q\); \(x-2\) has the sign of \(Q\); and \(Q=0\) is the regular point \(x=2\).

Newton's method on \(g\) still has faults at both ends. For small \(x\), \(g\approx-2/x\) with root \(x_*=-2/w\), and the step is \(x_1=x-(-2/x+2/x_*)x^2/2=2x-x^2/x_*\), negative once \(x>2x_*\). For large \(x\) far above the root, \(g/g'\to3/2\), so each step gains a fixed amount while \(x\) ranges from \(0.00588\) to \(58.4\) on the neon grid (both ends are set by the Gaussian basis; a \(34s22p\) basis gives \(0.0033\) to \(39\)). And the quotient defining \(w\) becomes a division by zero when \(\rho^{5/3}\) underflows, although its true value, proportional to \((Q/\rho)\,\rho^{-2/3}\), is still representable. All three call for logarithms:
\[
L=\ln|w|=\ln\Big|\frac Q\rho\Big|-\frac23\ln\rho+\ln\frac{3}{2\pi^{2/3}},
\]
together with an unknown that takes the whole real line onto the allowed interval, so that no step can leave it. The sign of \(Q\) selects the interval.

Both branches use the Newton error identity. For a root \(z_*\) of \(\Phi\), Taylor's theorem gives \(0=\Phi(z_n)+\Phi'(z_n)(z_*-z_n)+\tfrac12\Phi''(\xi)(z_*-z_n)^2\) with \(\xi\) between \(z_n\) and \(z_*\). Dividing by \(\Phi'(z_n)\),
\[
z_{n+1}-z_*=\frac{\Phi''(\xi)}{2\Phi'(z_n)}\,(z_n-z_*)^2. \tag{3}
\]

## The branch \(Q>0\)

Put \(t=x-2=e^u\), so \(dx/du=t\). The logarithm of \(g=w\) is
\[
F(u)=u-\ln x+\tfrac23x-L=0,
\]
\[
F'=1-\frac tx+\frac{2t}3=\frac2x+\frac{2t}3,\qquad F''=t\Big(\frac23-\frac2{x^2}\Big).
\]
For \(x>2\), \(2/x^2<1/2\), so \(F''>0\). Both factors of \(F''\) are positive and increase with \(u\), so \(F''\) increases. Also \(F''<2t/3<F'\). By (3) every iterate after the first lies at or above the root. For \(u_n\ge u_*\) we have \(F(u_n)\ge0\), so the step goes down, and \(F''(\xi)\le F''(u_n)<F'(u_n)\). With \(\varepsilon_n=u_n-u_*\),
\[
0\le\varepsilon_{n+1}\le\tfrac12\varepsilon_n^2 .
\]

It remains to start above the root and close to it. Let \(t\) now denote the root. The equation reads \(t=w\,xe^{-2x/3}\), and \(xe^{-2x/3}\) has derivative \((1-2x/3)e^{-2x/3}<0\) for \(x>3/2\), so \(t\le t_1=2e^{-4/3}w\). If \(t\ge1\) then \(t/x\ge1/3\), so \(w\ge e^{2x/3}/3\) and \(x\le\tfrac32\ln3w\); including the case \(t<1\), \(t\le t_2=\max(1,\tfrac32\ln3w-2)\). The start is \(u_0=\ln\min(t_1,t_2)\):
\[
u_0=\min\Big[L+\ln2-\tfrac43,\ \ln\max\big(1,\tfrac32(L+\ln3)-2\big)\Big].
\]
Its error follows from \(w=te^{4/3}e^{2t/3}/(2+t)\). This gives \(t_1/t=2e^{2t/3}/(2+t)\), whose logarithmic derivative \(2/3-1/(2+t)\) is positive, so \(t_1/t\le2e^{2/3}/3\approx1.30\) for \(t\le1\). For \(t\ge1\), \(t_2=t+\tfrac32\ln z\) with \(z=3t/(t+2)\ge1\), and \(\ln z\le z-1=(2t-2)/(t+2)\) gives
\[
\frac{t_2}t\le1+\frac{3(t-1)}{t(t+2)} .
\]
The fraction is stationary where \(t^2+2t=(t-1)(2t+2)\), that is \(t=1+\sqrt3\), and there it equals \(3/(2t+2)=3/(4+2\sqrt3)\approx0.402\). The larger of the two ratios gives \(\varepsilon_0\le\ln1.402=0.338\). Squaring and halving yields the bounds \(5.71\times10^{-2}\), \(1.63\times10^{-3}\), \(1.33\times10^{-6}\), \(8.79\times10^{-13}\), \(3.86\times10^{-25}\). A small error in \(u\) is a relative error in \(x-2=e^u\), so the distance from the former pole stays accurate as \(Q\to0^+\), up to a rounding error that grows with \(|u|\) and is about \(10^{-13}\) at \(L=-700\). These bounds guarantee that the iteration error is below double-precision rounding after five steps, but not after four.

## The branch \(Q<0\)

Here \(0<x<2\) is bounded on both sides, so the variable is \(v=\ln[(2-x)/x]\), with \(x=2/(1+e^v)\) and \(dx/dv=-2e^v/(1+e^v)^2=-x(2-x)/2\). The logarithm of \(-g=|w|\) is
\[
G(v)=v+\tfrac23x-L=0,\qquad G'=1-\tfrac13x(2-x),
\]
\[
G''=-\tfrac13(2-2x)\frac{dx}{dv}=\tfrac13x(1-x)(2-x).
\]
As \(0<x(2-x)\le1\), \(G'\in[2/3,1)\). With \(p=1-x\), \(x(1-x)(2-x)=p(1-p^2)\), which is largest in size at \(p^2=1/3\), where it is \(2/(3\sqrt3)\); hence \(|G''|\le2/(9\sqrt3)\). \(G''\) changes sign at \(x=1\), so there is no monotone descent, but none is needed, since (3) gives for all \(v\)
\[
|\varepsilon_{n+1}|\le\frac{2/(9\sqrt3)}{2\cdot2/3}\,\varepsilon_n^2=\frac{\varepsilon_n^2}{6\sqrt3}=0.09623\,\varepsilon_n^2 .
\]
The root \(v_*=L-2x/3\) lies in \((L-\tfrac43,L)\), so the midpoint \(v_0=L-\tfrac23\) has \(|\varepsilon_0|<2/3\). The bounds are \(4.28\times10^{-2}\), \(1.76\times10^{-4}\), \(2.98\times10^{-9}\), \(8.55\times10^{-19}\). Since \(d\ln x/dv=-(2-x)/2\) and \(d\ln(2-x)/dv=x/2\), the error in \(v\) bounds, to first order, the relative errors of both \(x\) and \(2-x\). The analogous variable \(\ln[(x-2)/x]\) does not serve for \(Q>0\), because it is confined to negative values and \(x\) has a pole at its upper end.

## The scheme

At each point form \(\ln\rho\), \(Q/\rho\) and \(L\). Take five steps \(u\to u-F/F'\) or \(v\to v-G/G'\) from the starts above, or set \(x=2\) if \(Q=0\). Then
\[
b=x\exp\big[-\tfrac13(x+\ln8\pi+\ln\rho)\big],
\]
where for large \(x\) the large terms \(x\) and \(\ln\rho\) cancel inside the exponent. The fixed step count needs no convergence test. The step-by-step inequalities were tested on a dense set of \(L\) in \([-700,700]\); the largest errors seen after three steps, \(1.75\times10^{-8}\) and \(3.83\times10^{-11}\), lie below their bounds. Substitution of the roots into \(g\) in 350-digit arithmetic gives \(|\ln|g|-L|\le3.7\times10^{-16}(1+|L|)\) on the sampled values, a rounding level that grows with \(|L|\). The guarantee concerns the root for given \(\rho\) and \(Q\). It does not repair inaccurate \(Q/\rho\), and \(\ln\rho\) does not exist where \(\rho\) has underflowed; points with \(\rho\le10^{-30}\) bohr\(^{-3}\) are dropped from the neon BR moments.

## From \(b\) to the moments

The spherical average of the model does not depend on the direction of the displacement, so BR fixes its length alone. The exchange-hole dipole moment (XDM) model adds the assumption that it points at the nucleus. For an electron at \(r\) on the \(z\) axis the hole centre is then at \(c=r-d\).

The axial multipole of a charge distribution is its integral against \(r^lP_l(\cos\theta)\). This function is harmonic: the radial part of the Laplacian gives \(l(l+1)r^{l-2}P_l\) and the angular part the negative of that. The average of a harmonic function over a sphere is independent of the radius, because its radial derivative is a flux equal to the volume integral of the Laplacian, and so it equals the value at the centre. A normalised hole that is spherical about \(c\) therefore contributes \(c^l\), as a point charge would. This was tested by quadrature for \(l=0\) to \(3\); the non-harmonic \(r^2\) gives \(c^2+12/a^2\) instead. The electron has charge \(-q_e\) and the hole \(+q_e\), so the moment is \(-q_e[r^l-(r-d)^l]\). Squaring, weighting with the density and summing two equal spins,
\[
\langle M_l^2\rangle=2q_e^2\int\rho\,\big[r^l-(r-d)^l\big]^2d^3r,\qquad l=1,2,3. \tag{4}
\]
With \(d=b>r\) the centre passes the nucleus; (4) remains the multipole of that geometry, since \(P_l(-1)=(-1)^l\). The cap \(d=\min(b,r)\) stops the hole at the nucleus by convention, and both choices are evaluated. With the cap the bracket lies between \(0\) and \(r^l\), so \(\langle M_l^2\rangle\le q_e^2\langle r^{2l}\rangle\), where \(\langle r^{2l}\rangle=2\int\rho r^{2l}d^3r\).

For filled shells the addition theorem of spherical harmonics makes \(\gamma\) a function of \(r\), \(r'\) and the angle between them, so \(\rho\), \(\tau\), \(Q\) and \(b\) depend on \(r\) alone and one ray suffices. The fields vary on scales from \(1/Z\) to several bohr, so the variable is \(\ln r\), with \(d^3r=4\pi r^3d\ln r\) and 400 Gauss-Legendre points from \(10^{-5}\) to 20 bohr. When a subshell of either spin is only partly filled, or for an atom in a molecule, this reduction fails in general and (4) needs angular points, with a partition weight in the molecular case. Unequal spins also replace the factor 2 in (4) by a sum over the two spins. The root finder is unchanged.

For given \(\rho>0\) and finite \(Q\), the Becke-Roussel equation can now be solved on either branch with an iteration error guaranteed to be below double-precision rounding after five steps, and (4) turns the resulting \(b\) into multipole moments. It remains to examine the limiting cases and to compute the moments of neon, including a comparison with the determinant's own hole.
